\section*{Logarithmic self-discharge of a linear capacitor through Fowler-Nordheim leakage, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a simple leak to the logarithmic law}

\subsection{A capacitor that should have been empty}

A model capacitor with a 10 nm film of hexagonal boron nitride (hBN) is charged to a field of 8 MV/cm and disconnected. Its plates then hold
\[
(3.099\times10^{-13}\ \mathrm{F/cm})(8\times10^{6}\ \mathrm{V/cm})=2.48\times10^{-6}\ \mathrm{C/cm^2},
\]
and the initial leakage current density is $1.89\times10^{-2}\ \mathrm{A/cm^2}$. At that rate the charge would be gone after
\[
t_{\rm d}=\frac{2.48\times10^{-6}\ \mathrm{C/cm^2}}{1.89\times10^{-2}\ \mathrm{A/cm^2}}=1.31\times10^{-4}\ \mathrm{s}.
\]
One second is about 7600 times longer, yet after one second the field is still 5.22 MV/cm, so 65\% of the charge remains. The current must have collapsed while the field fell by only a third. How the two are linked is a question about one differential equation.

\subsection{Charge balance}

Let the plates carry charges $+\sigma$ and $-\sigma$ per unit area. The film between them has a permittivity $\varepsilon$ that does not depend on field or time; this is what \emph{linear} means here. The plates are wide compared with the film thickness $d$, so the field is uniform, and $E>0$ denotes its magnitude. Gauss's law gives $\sigma=\varepsilon E$.

No external circuit is connected. In this model the plate charge can then change only because electrons cross the film from the negative plate, the cathode, to the positive one. Let $J\ge0$ be the magnitude of this current density. Each electron that crosses reduces the charge on both plates, so $d\sigma/dt=-J$, or
\begin{equation}
\varepsilon\frac{dE}{dt}=-J(E).
\label{balance}
\end{equation}
For now no charge stays inside the film. Plate area has dropped out because both charge and current scale with it. Thickness has dropped out because $J$ is taken to depend on the field alone.

The reciprocal field $u=1/E$ will be the useful variable. By the chain rule and (\ref{balance}),
\begin{equation}
\frac{du}{dt}=-\frac{1}{E^2}\frac{dE}{dt}=\frac{J(E)}{\varepsilon E^2}.
\label{ubalance}
\end{equation}
The two minus signs cancel: the field falls, so its reciprocal rises.

\subsection{Two simple leaks}

The simplest leak is ohmic, $J=E/\rho$, with resistivity $\rho$. Equation (\ref{balance}) becomes $dE/dt=-E/(\rho\varepsilon)$, with the solution
\begin{equation}
E=E_0e^{-t/\rho\varepsilon},\qquad u=\frac{1}{E_0}\,e^{t/\rho\varepsilon},
\label{ohmic}
\end{equation}
where $E_0=E(0)$. The reciprocal field grows exponentially.

Next take a leak that weakens faster as the field falls, $J=AE^2$ with constant $A$. The factor $E^2$ cancels in (\ref{ubalance}), leaving $du/dt=A/\varepsilon$, and therefore
\begin{equation}
\frac1E=\frac1{E_0}+\frac{A t}{\varepsilon}.
\label{quadratic}
\end{equation}
The reciprocal field now grows linearly.

Neither leak explains the example. To compare them fairly, keep $\varepsilon$, $E_0$ and the initial current density $J_0$ fixed. For the quadratic leak $A=J_0/E_0^2$, so $At/\varepsilon=J_0t/(\varepsilon E_0^2)=t/(E_0t_{\rm d})$, where $t_{\rm d}=\varepsilon E_0/J_0$ is the time found above. Then
\[
E(1\ \mathrm{s})=\frac{8\ \mathrm{MV/cm}}{1+1/(1.31\times10^{-4})}\approx 1.0\times10^{-3}\ \mathrm{MV/cm}.
\]
The ohmic leak would leave a fraction $e^{-7600}$, which is nothing. A much steeper dependence of current on field is needed.

\subsection{The Fowler-Nordheim leak}

Electrons that tunnel through the triangular top of a barrier carry the Fowler-Nordheim current
\begin{equation}
J=AE^2e^{-B/E},
\label{fn}
\end{equation}
with positive constants $A$ and $B$. Their microscopic origin is derived in the second half; here (\ref{fn}) is the definition of the model. Its steepness is measured by the logarithmic derivative. Since $\ln J=\ln A+2\ln E-B/E$,
\begin{equation}
\frac{d\ln J}{d\ln E}=2+\frac{B}{E}.
\label{steep}
\end{equation}
In the example $B=181$ MV/cm, so at 8 MV/cm the derivative is $2+22.6=24.6$. A fall of 1\% in the field lowers the current by about 22\%.

Insert (\ref{fn}) into (\ref{ubalance}). The factor $E^2$ cancels as it did for the quadratic leak:
\begin{equation}
\frac{du}{dt}=\frac{A}{\varepsilon}\,e^{-Bu}.
\label{uode}
\end{equation}
Multiply both sides by $Be^{Bu}$. The left side is then a total derivative, because $d(e^{Bu})/dt=Be^{Bu}\,du/dt$:
\[
\frac{d}{dt}e^{Bu}=\frac{AB}{\varepsilon}.
\]
The right side is constant. Integration from $0$ to $t$ gives
\begin{equation}
e^{B/E(t)}=e^{B/E_0}+\frac{AB}{\varepsilon}\,t.
\label{expform}
\end{equation}
Take the factor $e^{B/E_0}$ out of the right side and define
\begin{equation}
\tau=\frac{\varepsilon}{AB}\,e^{B/E_0}.
\label{tau}
\end{equation}
Then $e^{B/E}=e^{B/E_0}(1+t/\tau)$. The logarithm, divided by $B$, is the solution:
\begin{equation}
\boxed{\;\frac1{E(t)}=\frac1{E_0}+\frac1B\ln\!\left(1+\frac t\tau\right).\;}
\label{main}
\end{equation}
No approximation was made after (\ref{fn}), so (\ref{main}) solves the model exactly for every $t\ge0$. It is the only solution with this initial field, because every solution of (\ref{uode}) must obey each of the steps above.

The time $\tau$ can be written in terms of the initial current. From (\ref{fn}), $e^{B/E_0}=AE_0^2/J_0$, and (\ref{tau}) becomes
\begin{equation}
\tau=\frac{\varepsilon E_0^2}{BJ_0}=\frac{E_0}{B}\,t_{\rm d}.
\label{tauJ}
\end{equation}
Thus $\tau$ is shorter than the naive emptying time by the factor $E_0/B$. This is the resolution of the puzzle. A loss of the fraction $E_0/B$ of the charge, here 4.4\%, is enough to cut the current substantially, and the discharge slows long before the plates are empty. In numbers,
\[
\tau=\frac{(3.099\times10^{-13})(8\times10^6)^2}{(1.810\times10^{8})(1.892\times10^{-2})}\ \mathrm{s}=5.79\times10^{-6}\ \mathrm{s}.
\]

\subsection{Limits of the solution}

\paragraph{Early times.} For $t\ll\tau$, $\ln(1+t/\tau)\approx t/\tau$. With (\ref{tauJ}),
\[
\frac1E\approx\frac1{E_0}+\frac{t}{B\tau}=\frac1{E_0}+\frac{J_0t}{\varepsilon E_0^2},
\qquad E\approx E_0-\frac{J_0t}{\varepsilon}.
\]
The second form follows by inverting the first to first order in $t$. This is discharge at the initial current, as it should be.

\paragraph{No exponential cut-off.} Let $B\to0$ at fixed $A$, $E_0$ and $t$. Then $t/\tau=(ABt/\varepsilon)e^{-B/E_0}$ tends to zero, and
\[
\frac1B\ln\!\left(1+\frac t\tau\right)\to\frac1B\,\frac{ABt}{\varepsilon}=\frac{At}{\varepsilon}.
\]
The quadratic result (\ref{quadratic}) is recovered.

\paragraph{The example at one second.} Here $t/\tau=1.726\times10^5$, whose logarithm is 12.06. Hence
\[
\frac BE=22.62+12.06=34.68,\qquad E=\frac{181.0}{34.68}\ \mathrm{MV/cm}=5.22\ \mathrm{MV/cm},
\]
or $5.22\times10^{8}$ V/m. Direct numerical integration of (\ref{balance}) with (\ref{fn}), compared with (\ref{main}) at the seven times below, differs from it by less than $10^{-14}$ of the field.

\begin{center}
\begin{tabular}{cccc}
$t$ (s) & $E$ (MV/cm) & $1/E$ (cm/MV) & $J$ (A/cm$^2$)\\
\hline
$10^{-6}$ & 7.944 & 0.1259 & $1.59\times10^{-2}$\\
$10^{-5}$ & 7.660 & 0.1305 & $6.36\times10^{-3}$\\
$10^{-4}$ & 7.090 & 0.1410 & $8.14\times10^{-4}$\\
$10^{-3}$ & 6.515 & 0.1535 & $7.23\times10^{-5}$\\
$10^{-2}$ & 6.017 & 0.1662 & $6.20\times10^{-6}$\\
$10^{-1}$ & 5.590 & 0.1789 & $5.35\times10^{-7}$\\
$1$ & 5.218 & 0.1916 & $4.66\times10^{-8}$
\end{tabular}
\end{center}

\subsection{Long times}

Define $t_B=\varepsilon/(AB)$, so that $\tau=t_Be^{B/E_0}$. Equation (\ref{expform}) reads $e^{B/E}=(t+\tau)/t_B$, and hence
\begin{equation}
\frac{B}{E}=\ln\frac{t}{t_B}+\ln\!\left(1+\frac\tau t\right).
\label{long}
\end{equation}
For $x>0$ the integral $\ln(1+x)=\int_0^x ds/(1+s)$ is positive and smaller than $x$, because the integrand lies between 0 and 1. The last term of (\ref{long}) therefore lies between 0 and $\tau/t$. For $t\gg\tau$,
\begin{equation}
\frac1E\simeq\frac1B\ln\frac t{t_B},
\label{asym}
\end{equation}
which is the logarithmic growth of the reciprocal field. In the example $t_B=8.66\times10^{-16}$ s. At one second $\ln(t/t_B)=34.68$, and the neglected term is below $5.8\times10^{-6}$.

Each decade of time adds $\ln10/B=0.01272$ cm/MV to $1/E$. The last two rows of the table show this step, and the numerical integration gives 0.01272 cm/MV for it. The field itself does not fall by equal steps. Differentiating (\ref{main}) gives $-E^{-2}dE/dt=1/[B(t+\tau)]$, so
\begin{equation}
\frac{dE}{d\ln t}=-\frac{E^2}{B}\,\frac{t}{t+\tau}.
\label{Eslope}
\end{equation}
At late times the loss per decade shrinks as $E^2$. It is 0.43 MV/cm from 0.01 to 0.1 s and 0.37 MV/cm from 0.1 to 1 s.

The time $t_B$ is not an observable onset. It is the value of $\tau$ for an unlimited initial field, which no film would survive. It does supply a ceiling. Since $e^{B/E_0}>1$, (\ref{expform}) gives $e^{B/E}>1+t/t_B$, or
\begin{equation}
E(t)<\frac{B}{\ln(1+t/t_B)}
\label{ceiling}
\end{equation}
for every initial field in this model. Charging harder cannot raise the field left at time $t$ above this value.

The initial field is forgotten for the same reason. Two capacitors that differ only in their initial fields, with times $\tau_a>\tau_b$, satisfy
\[
\frac B{E_a}-\frac B{E_b}=\ln\frac{t+\tau_a}{t+\tau_b}\simeq\frac{\tau_a-\tau_b}{t}\qquad(t\gg\tau_a).
\]
Numerical integration from 7 and from 8 MV/cm gives 5.21841 and 5.21843 MV/cm at one second. The initial difference of 1 MV/cm has shrunk to $2\times10^{-5}$ MV/cm.

\subsection{Current and retention time}

The current follows without further integration. From $e^{-B/E}=t_B/(t+\tau)$ and $At_B=\varepsilon/B$,
\begin{equation}
J(t)=AE^2\,\frac{t_B}{t+\tau}=\frac{\varepsilon E(t)^2}{B\,(t+\tau)}.
\label{Jt}
\end{equation}
Taking the logarithmic derivative and using (\ref{Eslope}),
\begin{equation}
\frac{d\ln J}{d\ln t}=-\left(1+\frac{2E}{B}\right)\frac{t}{t+\tau}.
\label{Jslope}
\end{equation}
The current at late times falls slightly faster than $1/t$. At one second the exponent is $-(1+2\times5.22/181)=-1.06$.

Solving (\ref{main}) for the time at which a given field is reached gives
\begin{equation}
t(E)=\tau\left[\exp\!\left(\frac BE-\frac B{E_0}\right)-1\right].
\label{retention}
\end{equation}
For half the initial field this is $\tau(e^{B/E_0}-1)=3.9\times10^{4}$ s. Direct quadrature of $\varepsilon\int dE/J$ from 4 to 8 MV/cm gives the same time to better than one part in $10^{7}$. Nearly eleven hours is a statement about the model alone. Unlike the remaining field, this time scales inversely with any factor multiplying the current: with the electron supply at 300 K treated in the second half it is about $2.1\times10^{4}$ s. The second half shows how much an added ohmic leak can shorten it.

\section{Where the constants come from and where the law ends}

\subsection{Results carried over}

The field magnitude in the film is $E$, its initial value $E_0$, the permittivity $\varepsilon$, the thickness $d$ and the reciprocal field $u=1/E$. Charge balance is $\varepsilon\,dE/dt=-J$. For $J=AE^2e^{-B/E}$ the first half found
\[
\frac1E=\frac1{E_0}+\frac1B\ln\!\left(1+\frac t\tau\right),\qquad
\tau=\frac{\varepsilon e^{B/E_0}}{AB},\qquad
J(t)=\frac{\varepsilon E^2}{B(t+\tau)}.
\]
The example has $E_0=8$ MV/cm, $B=181$ MV/cm, $\tau=5.79\times10^{-6}$ s and $E=5.218$ MV/cm at one second.

\subsection{The exponent from a triangular barrier}

Put the cathode surface at $x=0$ and measure energies from its Fermi level. The film presents a barrier of height $\varphi$, which the field tilts, so the potential energy of an electron is $\varphi-eEx$, with $e>0$. Let $W$ be the part of the electron's energy that belongs to motion along $x$. The electron leaves the barrier at $x_1=(\varphi-W)/(eE)$. In the WKB approximation with unit prefactor, the transmission is $e^{-G}$ with
\[
G(W)=\frac{2}{\hbar}\int_0^{x_1}\!\sqrt{2m^*(\varphi-W-eEx)}\,dx ,
\]
where $m^*$ is the tunnelling mass in the film. Substitute $s=\varphi-W-eEx$, so that $dx=-ds/(eE)$ and $s$ runs from $\varphi-W$ to 0:
\begin{equation}
G(W)=\frac{2\sqrt{2m^*}}{\hbar eE}\int_0^{\varphi-W}\!\!\sqrt s\,ds
=\frac{4\sqrt{2m^*}}{3\hbar eE}(\varphi-W)^{3/2}.
\label{G}
\end{equation}
At the Fermi level, $W=0$, this equals $B/E$ with
\begin{equation}
B=\frac{4\sqrt{2m^*}\,\varphi^{3/2}}{3\hbar e}.
\label{B}
\end{equation}
The barrier is triangular only if the exit point lies inside the film. At the Fermi level this requires $\varphi/(eE)<d$, or $eEd>\varphi$.

\subsection{The prefactor from the electron supply}

Treat the cathode as a free-electron metal of mass $m_0$ at zero temperature. With two spin states per phase-space volume $h^3$, the number of electrons striking the surface per area and time is $(2/h^3)\int v_x\,dp_x\,dp_y\,dp_z$ over occupied states. Since $W$ differs from $p_x^2/2m_0$ by a constant, $v_x\,dp_x=dW$. At fixed $W<0$ a state is occupied if its transverse energy is below $-W$, so the transverse momenta fill a disc of area $2\pi m_0(-W)$. Weighting with the transmission and writing $w=-W$,
\begin{equation}
J=\frac{4\pi m_0e}{h^3}\int_0^\infty w\,e^{-G(-w)}\,dw .
\label{supply}
\end{equation}
The upper limit should be the depth of the occupied band. It may be replaced by infinity if that depth is much larger than the energy $\delta$ introduced next. The effect of the mass mismatch on transverse motion inside the film is neglected. This is not a small change in the prefactor: if transverse momentum is conserved and the film has the same mass $m^*<m_0$ in all directions, the current is multiplied by $m^*/m_0$. For the example this factor is 0.26, and the field at one second would be 5.43 instead of 5.22 MV/cm. The unit WKB prefactor is a further approximation. Matching the electron wave exactly at the cathode, for a triangular barrier and an occupied band 3 to 11 eV deep, multiplies the transmission at the Fermi level by 1.6 to 2.0. Taken alone, this would lower the field at one second to between 5.12 and 5.15 MV/cm.

Expand the exponent near the Fermi level:
\begin{equation}
G(-w)=\frac BE\left(1+\frac w\varphi\right)^{3/2}
=\frac BE+\frac w\delta+\frac{3B}{8E}\frac{w^2}{\varphi^2}+\dots,\qquad
\delta=\frac{2\varphi E}{3B}.
\label{expand}
\end{equation}
To leading order keep the linear term. Then $\int_0^\infty we^{-w/\delta}dw=\delta^2$. From (\ref{B}), $\delta=\hbar eE/(2\sqrt{2m^*\varphi})$, so $\delta^2=\hbar^2e^2E^2/(8m^*\varphi)$. With $\hbar^2=h^2/4\pi^2$,
\begin{equation}
J=\frac{4\pi m_0e}{h^3}\,\frac{h^2e^2E^2}{32\pi^2m^*\varphi}\,e^{-B/E}
=\frac{e^3m_0}{8\pi hm^*\varphi}\,E^2e^{-B/E}.
\label{A}
\end{equation}
The factor in front of $E^2$ is $A$. The factor $E^2$ itself arises because the energy window $\delta$ is proportional to the field and enters squared.

The quadratic term in (\ref{expand}) gives the first correction. It multiplies the integrand by $1-3Bw^2/(8E\varphi^2)$. The average of $w^2$ with weight $we^{-w/\delta}$ is $3!\,\delta^4/\delta^2=6\delta^2$, so the relative change of $J$ is
\begin{equation}
-\frac{3B}{8E}\,\frac{6\delta^2}{\varphi^2}
=-\frac{9B}{4E}\,\frac{4E^2}{9B^2}=-\frac EB .
\label{corr}
\end{equation}
For the example, $\varphi=3$ eV and $m^*=0.26\,m_0$ give $A=1.98\times10^{-6}\ \mathrm{A/V^2}$ and $B=181$ MV/cm. At 8 MV/cm, $\delta=2\times3\times8/(3\times181)=0.088$ eV. Numerical evaluation of (\ref{supply}) gives 0.959 times the Fowler-Nordheim value there, against $1-E/B=0.956$; the difference is of order $(E/B)^2$. Used throughout the discharge, the full integral changes the field at one second from 5.218 to 5.223 MV/cm.

For Fowler-Nordheim leakage the reciprocal field grows logarithmically at late times, and the constants $A$ and $B$ have been derived from a triangular barrier and a free-electron cathode. It remains to see how changes to the tunnelling current, an ohmic leak and trapped charge affect this law, and how the model compares with real films.

Numerical values quoted here were computed with a short program.
